**Triplet levels of octahedral d8 from full diagonalization**

Above the ground level 3A2, the triplets lie at 10Dq (3T2) and at 15Dq + 15B/2 ± ½√(225B² − 180B Dq + 100Dq²) (3T1). Here 10Dq is the gap between the e and t2 orbitals, and B and C are the Racah parameters of the shell. The program obtains the Coulomb integrals by quadrature over two spheres and diagonalizes the eight-electron Hamiltonian in Slater determinants. It asserts that the levels agree with the formulas at the example values and at seven ratios Dq/B from 0.05 to 4. It also asserts the two-hole equivalence, the free-ion energies, the 2×2 matrix up to the sign of its off-diagonal element, the symmetry characters and the composition of the 3T1 levels. For Dq = 850 cm⁻¹ and B = 900 cm⁻¹ the output gives excitations of 8500.0, 14096.3 and 24903.7 cm⁻¹, with a largest deviation from the formulas of about 10⁻⁹ cm⁻¹. Spin-orbit coupling, covalency and configurations outside d8 are not included.

## Check in Python

```python
"""
Triplet levels of a d8 shell in an octahedral field.
Result under test, energies measured from the ground level 3A2:
    E(3T2) = 10 Dq
    E(3T1) = 15 Dq + 15 B/2 -/+ sqrt(225 B^2 - 180 B Dq + 100 Dq^2)/2
Dq : field parameter, e orbitals at +6 Dq and t2 orbitals at -4 Dq
B, C : Racah parameters, B = F2 - 5 F4, C = 35 F4,
       F2 = F^2/49 and F4 = F^4/441 with Slater integrals F^k
The reference side is a full diagonalization in the space of Slater
determinants, with Coulomb integrals from quadrature over two spheres.
Energies are in cm^-1.
"""
from itertools import combinations
import numpy as np
from scipy import constants
from scipy.optimize import minimize_scalar
from scipy.special import eval_legendre

# ---------- angular grid and real d orbitals ----------
cos_t, w_t = np.polynomial.legendre.leggauss(8)
phi = 2 * np.pi * np.arange(16) / 16
ct, ph = [g.ravel() for g in np.meshgrid(cos_t, phi, indexing="ij")]
weight = np.repeat(w_t, 16) * 2 * np.pi / 16
st = np.sqrt(1 - ct**2)
points = np.array([st * np.cos(ph), st * np.sin(ph), ct])
Z2, X2Y2, XY, XZ, YZ = range(5)


def d_orbitals(r):
    x, y, z = r
    s3 = np.sqrt(3)
    shapes = np.array([3*z*z - 1, s3*(x*x - y*y), 2*s3*x*y,
                       2*s3*x*z, 2*s3*y*z])
    return shapes * np.sqrt(5 / (16 * np.pi))


orb = d_orbitals(points)
assert np.allclose((orb * weight) @ orb.T, np.eye(5), atol=1e-12)

# ---------- cubic field, scaled to an orbital gap of 10 ----------
cubic = (points**4).sum(axis=0) - 0.6
field = (orb * weight * cubic) @ orb.T
field *= 10 / (field[Z2, Z2] - field[XY, XY])
assert np.allclose(field, np.diag([6, 6, -4, -4, -4]), atol=1e-10)

# ---------- Coulomb integrals (ab|cd) for each multipole k ----------
pair_density = np.einsum("ag,bg,g->abg", orb, orb, weight)
cos_12 = np.clip(points.T @ points, -1, 1)
multipole = {k: np.einsum("abg,gh,cdh->abcd", pair_density,
                          eval_legendre(k, cos_12), pair_density,
                          optimize=True) for k in (0, 2, 4)}


def coulomb(F0, B, C):
    F2_slater = 49 * (B + C / 7)
    F4_slater = 441 * C / 35
    return (F0 * multipole[0] + F2_slater * multipole[2]
            + F4_slater * multipole[4])


# ---------- determinants and Hamiltonian matrices ----------
def determinants(n_up, n_down):
    return [sum(1 << i for i in u) + sum(1 << (i + 5) for i in d)
            for u in combinations(range(5), n_up)
            for d in combinations(range(5), n_down)]


def apply_operators(det, operators):
    """operators: (spin orbital, 1 create / 0 annihilate), first acts first"""
    sign = 1
    for p, create in operators:
        if ((det >> p) & 1) == create:
            return 0, 0
        if bin(det & ((1 << p) - 1)).count("1") % 2:
            sign = -sign
        det ^= 1 << p
    return sign, det


def one_body_matrix(dets, h):
    where = {d: i for i, d in enumerate(dets)}
    H = np.zeros((len(dets), len(dets)))
    for a, b in np.argwhere(abs(h) > 1e-10).tolist():
        for s in (0, 5):
            for j, det in enumerate(dets):
                sign, new = apply_operators(det, [(b + s, 0), (a + s, 1)])
                if sign:
                    H[where[new], j] += sign * h[a, b]
    return H


def two_body_matrix(dets, eri):
    where = {d: i for i, d in enumerate(dets)}
    H = np.zeros((len(dets), len(dets)))
    for a, b, c, d in np.argwhere(abs(eri) > 1e-10 * abs(eri).max()).tolist():
        value = 0.5 * eri[a, b, c, d]
        for s in (0, 5):
            for t in (0, 5):
                ops = [(b + s, 0), (d + t, 0), (c + t, 1), (a + s, 1)]
                for j, det in enumerate(dets):
                    sign, new = apply_operators(det, ops)
                    if sign:
                        H[where[new], j] += sign * value
    return H


def t1_roots(B, Dq):
    root = np.sqrt(225*B**2 - 180*B*Dq + 100*Dq**2)
    return 15*Dq + 7.5*B - root/2, 15*Dq + 7.5*B + root/2


Dq, B, C, F0 = 850.0, 900.0, 3600.0, 80000.0
eri = coulomb(F0, B, C)

# eight electrons with M_S = 1: ten determinants, all of them triplets
dets8 = determinants(5, 3)
V8 = two_body_matrix(dets8, eri)
X8 = one_body_matrix(dets8, field)
E8 = np.linalg.eigvalsh(V8 + Dq * X8)
levels = E8 - E8[0]
low, high = t1_roots(B, Dq)
assert np.allclose(levels, [0] + [10*Dq]*3 + [low]*3 + [high]*3, atol=1e-5)

# triplet excitations do not depend on C or F0
V8_other = two_body_matrix(dets8, coulomb(50000.0, B, 2500.0))
E_other = np.linalg.eigvalsh(V8_other + Dq * X8)
assert np.allclose(E_other - E_other[0], levels, atol=1e-5)

# ---------- hole picture: two parallel-spin holes, field reversed ----------
dets2 = determinants(2, 0)
pairs = list(combinations(range(5), 2))
V2 = two_body_matrix(dets2, eri)
X2 = -one_body_matrix(dets2, field)
E2, U2 = np.linalg.eigh(V2 + Dq * X2)
W_full = two_body_matrix(determinants(5, 5), eri)[0, 0]
assert np.allclose(E8, 0.6 * W_full + E2, atol=1e-5)

# ---------- free-ion terms: coefficients of F0, F2 and F4 ----------
term_coeff = {}
for k, divisor in ((0, 1), (2, 49), (4, 441)):
    Vk = two_body_matrix(dets2, multipole[k] / 1.0) * divisor
    ev, vec = np.linalg.eigh(V2)
    rotated = vec.T @ Vk @ vec
    assert np.allclose(rotated, np.diag(np.diag(rotated)), atol=1e-7)
    diag = np.diag(rotated)
    assert np.ptp(diag[:7]) < 1e-7 and np.ptp(diag[7:]) < 1e-7
    # an integral F^k equals divisor * F_k
    term_coeff[k] = (diag[0], diag[7])
assert np.allclose([term_coeff[k] for k in (0, 2, 4)],
                   [[1, 1], [-8, 7], [-9, -84]], atol=1e-7)
free, free_vec = np.linalg.eigh(V2)
assert np.isclose(free[7] - free[0], 15 * B, atol=1e-6)

# ---------- field between free-ion terms, in units of Dq ----------
F_states, P_states = free_vec[:, :7], free_vec[:, 7:]
FF = np.linalg.eigvalsh(F_states.T @ X2 @ F_states)
PP = P_states.T @ X2 @ P_states
FP = np.linalg.svd(F_states.T @ X2 @ P_states, compute_uv=False)
assert np.allclose(FF, [-12, -2, -2, -2, 6, 6, 6], atol=1e-8)
assert np.allclose(PP, 0, atol=1e-8) and np.allclose(FP, 4, atol=1e-8)

# ---------- pairs of real orbitals: the 2x2 matrix itself ----------
iA2, iT2 = pairs.index((Z2, X2Y2)), pairs.index((Z2, XY))
iT1 = [pairs.index((X2Y2, XY)), pairs.index((XZ, YZ))]
H2 = V2 + Dq * X2
for i in (iA2, iT2):
    assert np.allclose(np.delete(H2[i], i), 0, atol=1e-6)
    assert np.isclose(V2[i, i], free[0], atol=1e-6)
assert np.allclose(np.delete(H2[iT1], iT1, axis=1), 0, atol=1e-6)
block = H2[np.ix_(iT1, iT1)] - H2[iA2, iA2] * np.eye(2)
assert np.allclose(abs(block), [[12*B + 10*Dq, 6*B],
                                [6*B, 3*B + 20*Dq]], atol=1e-5)

# ---------- L^2 on pairs of complex orbitals ----------
m = np.arange(2, -3, -1)
l_plus = np.diag(np.sqrt(6 - m[1:] * (m[1:] + 1.0)), 1)
one = np.eye(5)
Lp = np.kron(l_plus, one) + np.kron(one, l_plus)
Lz = np.kron(np.diag(m), one) + np.kron(one, np.diag(m))
L_squared = Lp.T @ Lp + Lz @ Lz + Lz


def pair_state(m1, m2):
    a, b = one[2 - m1], one[2 - m2]
    return (np.kron(a, b) - np.kron(b, a)) / np.sqrt(2)


zero_M = np.array([pair_state(2, -2), pair_state(1, -1)])
L2_block = zero_M @ L_squared @ zero_M.T
assert np.allclose(L2_block, [[4, 4], [4, 10]])
for m2 in (2, -2):
    state = pair_state(0, m2)
    assert np.allclose(L_squared @ state, 12 * state)
V_block = V2[np.ix_(iT1, iT1)] - free[0] * np.eye(2)
assert np.allclose(abs(V_block), abs(1.5*B*(12*np.eye(2) - L2_block)),
                   atol=1e-5)

# ---------- symmetry labels from rotations of the orbitals ----------
def pair_rotation(R):
    D = (orb * weight) @ d_orbitals(R.T @ points).T
    return np.array([[D[i, k]*D[j, l] - D[i, l]*D[j, k]
                      for k, l in pairs] for i, j in pairs])


quarter_turn = np.array([[0, -1, 0], [1, 0, 0], [0, 0, 1.0]])
third_turn = np.array([[0, 0, 1], [1, 0, 0], [0, 1, 0.0]])
groups = [slice(0, 1), slice(1, 4), slice(4, 7), slice(7, 10)]
characters = []
for R in (quarter_turn, third_turn):
    G = pair_rotation(R)
    assert np.allclose(G @ H2, H2 @ G, atol=1e-5)
    characters.append([np.trace(U2[:, g].T @ G @ U2[:, g]) for g in groups])
assert np.allclose(characters, [[-1, -1, 1, 1], [1, 0, 0, 0]], atol=1e-7)

# ---------- range of fields, ground state, closest approach ----------
dets0 = determinants(4, 4)
V0 = two_body_matrix(dets0, eri)
X0 = one_body_matrix(dets0, field)
scan = np.array([0.05, 0.2, 0.5, 0.9, 1.5, 2.5, 4.0])
for ratio in scan:
    e = np.linalg.eigvalsh(V8 + ratio * B * X8)
    lo, hi = t1_roots(B, ratio * B)
    assert np.allclose(e - e[0], [0] + [10*ratio*B]*3 + [lo]*3 + [hi]*3,
                       atol=1e-5)
    assert 10 * ratio * B < lo < 18 * ratio * B
    # M_S = 0 holds a member of every singlet and triplet level
    e0 = np.linalg.eigvalsh(V0 + ratio * B * X0)
    assert abs(e0[0] - e[0]) < 1e-5 and e0[1] - e0[0] > 1.0


def t1_separation(ratio):
    e = np.linalg.eigvalsh(V8 + ratio * B * X8)
    return (e[8] - e[5]) / B


closest = minimize_scalar(t1_separation, bounds=(0.3, 2.0), method="bounded",
                          options={"xatol": 1e-7})
assert abs(closest.x - 0.9) < 1e-3 and abs(closest.fun - 12) < 1e-6

# limits of weak and strong field, from diagonalization
e = np.linalg.eigvalsh(V8 + 1e-3 * B * X8)
weak_slope = (e[5] - e[0]) / (1e-3 * B)
assert abs(weak_slope - 18) < 0.01
big = 1000.0
e = np.linalg.eigvalsh(V8 + big * B * X8)
strong_low = (e[5] - e[0]) / B - 10 * big
strong_high = (e[8] - e[0]) / B - 20 * big
assert abs(strong_low - 12) < 0.01 and abs(strong_high - 3) < 0.01

# ---------- composition of the 3T1 levels ----------
R_split = high - low
P_weight = [np.sum((P_states.T @ U2[:, g])**2) / 3 for g in groups[2:]]
P_formula = 0.5 * (1 - (15*B - 6*Dq) / R_split)
assert np.allclose(P_weight, [P_formula, 1 - P_formula], atol=1e-8)
both_t2 = [i for i, p in enumerate(pairs) if min(p) >= XY]
t2_weight = [np.sum(U2[both_t2, g]**2) / 3 for g in groups[2:]]
t2_formula = 0.5 * (1 - (10*Dq - 9*B) / R_split)
assert np.allclose(t2_weight, [t2_formula, 1 - t2_formula], atol=1e-8)

nu1, nu2, nu3 = levels[2], levels[5], levels[8]
B_back = (nu2 + nu3 - 3 * nu1) / 15
assert abs(B_back - B) < 1e-5
to_eV = constants.h * constants.c * 100 / constants.e

# ---------- output ----------
print(f"Dq = {Dq:.0f} cm^-1, B = {B:.0f} cm^-1, C = {C:.0f} cm^-1")
print(f"Dq/B = {Dq/B:.4f}")
print("orbital energies z2,x2-y2,xy,xz,yz / Dq:",
      " ".join(f"{v:.3f}" for v in np.diag(field)))
for name, i in (("3F", 0), ("3P", 1)):
    print(f"{name} coefficients of F0, F2, F4:",
          " ".join(f"{term_coeff[k][i]:.3f}" for k in (0, 2, 4)))
print(f"E(3P)-E(3F) = {free[7]-free[0]:.1f} cm^-1")
print("L^2 on |2,-2|, |1,-1|:", " ".join(f"{v:.1f}" for v in L2_block.ravel()))
print("field levels inside 3F / Dq:", " ".join(f"{v:.2f}" for v in FF))
print(f"field coupling 3F-3P, magnitude / Dq = {FP[0]:.3f}")
print("3T1 matrix above 3A2 (cm^-1, off-diagonal as magnitude):")
print(f"  {block[0,0]:.1f}  {abs(block[0,1]):.1f}  {block[1,1]:.1f}")
print("eight-electron diagonalization, above 3A2:")
for name, g, value in (("3T2", 3, nu1), ("3T1 lower", 3, nu2),
                       ("3T1 upper", 3, nu3)):
    print(f"  {name}: {value:.1f} cm^-1 = {value*to_eV:.4f} eV")
print(f"closed formula 3T1: {low:.1f} and {high:.1f} cm^-1")
print(f"square root in formula = {R_split:.1f} cm^-1")
print(f"largest deviation from formulas = "
      f"{max(abs(nu1-10*Dq), abs(nu2-low), abs(nu3-high)):.0e} cm^-1")
print(f"unmixed 3T1(F) = {18*Dq:.1f} cm^-1")
print(f"unmixed 3T1(P) = {15*B+12*Dq:.1f} cm^-1")
print(f"shift by 3F-3P mixing = {18*Dq-nu2:.1f} cm^-1")
print(f"3P weight in lower, upper 3T1: {P_weight[0]:.4f} {P_weight[1]:.4f}")
print(f"t2^4 e^4 weight in lower, upper 3T1: "
      f"{t2_weight[0]:.4f} {t2_weight[1]:.4f}")
print(f"nu2/nu1 = {nu2/nu1:.4f}")
print(f"B from the three excitations = {B_back:.2f} cm^-1")
print("characters of 3A2, 3T2, 3T1, 3T1:")
for name, row in zip(("quarter turn", "third turn"), characters):
    print(f"  {name}:", " ".join(f"{round(v, 6) + 0.0:.1f}" for v in row))
print(f"closest 3T1 levels: Dq/B = {closest.x:.4f}, gap/B = {closest.fun:.4f}")
print(f"weak field: lower 3T1 / Dq = {weak_slope:.3f} at Dq/B = 0.001")
print(f"strong field, Dq/B = {big:.0f}:")
print(f"  (lower 3T1 - 10Dq)/B = {strong_low:.3f}")
print(f"  (upper 3T1 - 20Dq)/B = {strong_high:.3f}")
print("Dq/B values scanned:", " ".join(f"{v:.2f}" for v in scan))
print("no test failed")
```

Running it gives:

```
Dq = 850 cm^-1, B = 900 cm^-1, C = 3600 cm^-1
Dq/B = 0.9444
orbital energies z2,x2-y2,xy,xz,yz / Dq: 6.000 6.000 -4.000 -4.000 -4.000
3F coefficients of F0, F2, F4: 1.000 -8.000 -9.000
3P coefficients of F0, F2, F4: 1.000 7.000 -84.000
E(3P)-E(3F) = 13500.0 cm^-1
L^2 on |2,-2|, |1,-1|: 4.0 4.0 4.0 10.0
field levels inside 3F / Dq: -12.00 -2.00 -2.00 -2.00 6.00 6.00 6.00
field coupling 3F-3P, magnitude / Dq = 4.000
3T1 matrix above 3A2 (cm^-1, off-diagonal as magnitude):
  19300.0  5400.0  19700.0
eight-electron diagonalization, above 3A2:
  3T2: 8500.0 cm^-1 = 1.0539 eV
  3T1 lower: 14096.3 cm^-1 = 1.7477 eV
  3T1 upper: 24903.7 cm^-1 = 3.0877 eV
closed formula 3T1: 14096.3 and 24903.7 cm^-1
square root in formula = 10807.4 cm^-1
largest deviation from formulas = 1e-09 cm^-1
unmixed 3T1(F) = 15300.0 cm^-1
unmixed 3T1(P) = 23700.0 cm^-1
shift by 3F-3P mixing = 1203.7 cm^-1
3P weight in lower, upper 3T1: 0.1114 0.8886
t2^4 e^4 weight in lower, upper 3T1: 0.4815 0.5185
nu2/nu1 = 1.6584
B from the three excitations = 900.00 cm^-1
characters of 3A2, 3T2, 3T1, 3T1:
  quarter turn: -1.0 -1.0 1.0 1.0
  third turn: 1.0 0.0 0.0 0.0
closest 3T1 levels: Dq/B = 0.9000, gap/B = 12.0000
weak field: lower 3T1 / Dq = 17.999 at Dq/B = 0.001
strong field, Dq/B = 1000:
  (lower 3T1 - 10Dq)/B = 11.996
  (upper 3T1 - 20Dq)/B = 3.004
Dq/B values scanned: 0.05 0.20 0.50 0.90 1.50 2.50 4.00
no test failed
```
